# Third-order intermodulation and even-order suppression in a quadrature-biased Mach-Zehnder modulator: test program

```python
"""Two-tone distortion of a Mach-Zehnder modulator biased at quadrature.

Result under test: for T = |sum of the two arm fields|^2 with phase difference
phi - pi/2 + delta, phi = m1 cos(th1) + m2 cos(th2), the line
cos(n th1 + k th2) has the signed peak amplitude
    A(n,k) = J_n(m1) J_k(m2) cos(delta + (n+k-1) pi/2).
Thus IM3 at 2w1-w2 is -J2(m1) J1(m2) cos(delta), and every line with n+k even
is proportional to sin(delta).
m = pi V/Vpi: peak phase of a tone; delta: bias error in rad.
Spectra come from Fourier transforms of the interfering fields.
The last part replaces the ideal arms by depletion junctions, with
    rho: log-amplitude change per unit phase change,
    eps: fractional mismatch of the two arm drives,
    eta = Vpi/(pi U), U: total junction potential at rest.
"""
import numpy as np
from scipy.special import jv
from scipy.constants import e as q_e, epsilon_0, pi

# Rough typical parameters of a push-pull depletion modulator
v_pi = 5.0                 # V, from the small-signal slope
v_tone = 0.5               # V, peak of each tone, differential
v_reverse = 2.0            # V
v_builtin = 0.9            # V
wavelength = 1550e-9       # m
arm_length = 4e-3          # m
i_full = 4e-3              # A, photocurrent at T = 1
f1, f2 = 1.00, 1.01        # GHz
f_band = 20.0              # GHz, single-pole drive bandwidth
delta_ex = np.radians(1.0)
rho_ex, eps_ex = 0.05, 0.05
doping = 3e23              # m^-3, both sides of the junction
eps_r = 11.7
field_break = 0.6          # MV/cm, rough breakdown field
dn_dT = 1.8e-4             # 1/K, rough thermo-optic coefficient

# One common period of both tones: 100 and 101 cycles
samples = 4096
c1, c2 = 100, 101
assert abs(f1 / f2 - c1 / c2) < 1e-12
time = np.arange(samples) / samples
th1, th2 = 2 * pi * c1 * time, 2 * pi * c2 * time


def drive(m1, m2):
    return m1 * np.cos(th1) + m2 * np.cos(th2)


def ideal_T(phi, delta=0.0, a=0.5, b=0.5):
    half = 0.5 * (phi - pi / 2 + delta)
    return np.abs(a * np.exp(1j * half) + b * np.exp(-1j * half))**2


def line(T, n, k):
    spectrum = np.fft.rfft(T) / samples
    return 2 * spectrum[abs(n * c1 + k * c2)].real


def bessel_line(n, k, m1, m2, delta):
    return jv(n, m1) * jv(k, m2) * np.cos(delta + (n + k - 1) * pi / 2)


def dB(ratio):
    return 20 * np.log10(abs(ratio))


orders = [(n, k) for n in range(-4, 5) for k in range(-4, 5)
          if (n, k) != (0, 0) and abs(n) + abs(k) <= 5]
even = [(n, k) for n, k in orders if (n + k) % 2 == 0]

# Full line formula and mean, unequal tones, several bias errors
for m1, m2, delta in [(0.3, 0.3, 0.0), (0.7, 1.3, 0.2), (1.6, 0.4, -0.9)]:
    T = ideal_T(drive(m1, m2), delta)
    for n, k in orders:
        assert abs(line(T, n, k) - bessel_line(n, k, m1, m2, delta)) < 1e-12
    mean = 0.5 * (1 + jv(0, m1) * jv(0, m2) * np.sin(delta))
    assert abs(T.mean() - mean) < 1e-12

# Even orders vanish at quadrature; static imbalance scales all lines alike
phi = drive(0.7, 1.3)
T_bal, T_unbal = ideal_T(phi), ideal_T(phi, a=0.6, b=0.4)
for n, k in orders:
    assert abs(line(T_unbal, n, k) - 0.96 * line(T_bal, n, k)) < 1e-12
assert max(abs(line(T_bal, n, k)) for n, k in even) < 1e-13
assert max(abs(line(T_unbal, n, k)) for n, k in even) < 1e-13

# Small-drive laws; tolerances cover the next order in m^2
m_s = 0.1
T = ideal_T(drive(m_s, m_s))
fund_s, im3_s = line(T, 1, 0), line(T, 2, -1)
slope_ratio = (abs(im3_s / fund_s) / (m_s**2 / 8) - 1) / m_s**2
slope_im3 = (-im3_s / (m_s**3 / 16) - 1) / m_s**2
assert abs(slope_ratio - 1 / 6) < 1e-3
assert abs(slope_im3 + 5 / 24) < 1e-3
T = ideal_T(drive(0.02, 0.03))
assert abs(line(T, 2, -1) / (-0.02**2 * 0.03 / 16) - 1) < 1e-3

# Intercept by extrapolating the simulated slopes from small drive
m_t = 0.01
T = ideal_T(drive(m_t, m_t))
m_cross = np.sqrt((line(T, 1, 0) / m_t) / (-line(T, 2, -1) / m_t**3))
assert abs(m_cross / (2 * np.sqrt(2)) - 1) < 1e-4
v_ip3 = 2 * np.sqrt(2) * v_pi / pi

# Worked example, ideal arms
m = pi * v_tone / v_pi
T0, T1 = ideal_T(drive(m, m)), ideal_T(drive(m, m), delta_ex)
fund, im3 = line(T0, 1, 0), line(T0, 2, -1)
im2_err, hd2_err = line(T1, 1, 1), line(T1, 2, 0)
im2_dbc = dB(im2_err / line(T1, 1, 0))
assert abs(abs(im3 / fund) - jv(2, m) / jv(0, m)) < 1e-12
assert abs(abs(im2_err / line(T1, 1, 0))
           - jv(1, m) / jv(0, m) * np.tan(delta_ex)) < 1e-12
delta_eq = np.arctan(jv(2, m) / jv(1, m))
T = ideal_T(drive(m, m), delta_eq)
assert abs(abs(line(T, 1, 1)) - abs(line(T, 2, -1))) < 1e-12
assert abs(delta_eq / (m / 4) - 1) < 0.02

# Depletion arms: phase follows the square root of the junction potential
u_rest = v_reverse + v_builtin
eta = v_pi / (pi * u_rest)


def junction_T(phi, rho, eps):
    volt = phi * v_pi / pi
    gain = 2 * np.sqrt(u_rest) * pi / v_pi
    p1 = gain * (np.sqrt(u_rest + (1 + eps) * volt / 2) - np.sqrt(u_rest))
    p2 = gain * (np.sqrt(u_rest - (1 - eps) * volt / 2) - np.sqrt(u_rest))
    field = 0.5 * (np.exp((rho + 1j) * p1 - 1j * pi / 4)
                   + np.exp((rho + 1j) * p2 + 1j * pi / 4))
    return np.abs(field)**2


def quad_coeff(rho, eps):
    return ((1 + eps**2) * (rho**2 / 4 - rho * eta / 16)
            - eps * eta / 8 + rho * eps / 2)


m_j = 0.02
for rho, eps in [(rho_ex, 0.0), (rho_ex, eps_ex), (0.0, eps_ex),
                 (rho_ex, -eps_ex)]:
    sim = line(junction_T(drive(m_j, m_j), rho, eps), 1, 1) / m_j**2
    assert abs(sim / quad_coeff(rho, eps) - 1) < 5e-3
for rho in (0.0, rho_ex):
    cubic = 0.5 * (-1 / 6 + eta**2 / 32 - rho * eta / 8)
    sim = line(junction_T(drive(m_j, m_j), rho, 0.0), 2, -1) / m_j**3
    assert abs(sim / (0.75 * cubic) - 1) < 1e-3
# Curved phase alone, with matched drives, leaves even orders at zero
assert abs(line(junction_T(drive(m, m), 0.0, 0.0), 1, 1)) < 1e-13

T_curve = junction_T(drive(m, m), 0.0, 0.0)
T_loss = junction_T(drive(m, m), rho_ex, 0.0)
T_mis = junction_T(drive(m, m), rho_ex, eps_ex)


def im3_change(T):
    return 100 * (line(T, 2, -1) / im3 - 1)


def equivalent_bias(T):
    return np.degrees(np.arcsin(abs(line(T, 1, 1)) / jv(1, m)**2))


# Roll-off of the drive, thermal drift of the bias, and junction field
roll = 1 / np.sqrt(1 + (f1 / f_band)**2)
m_roll = m * roll
im3_roll = line(ideal_T(drive(m_roll, m_roll)), 2, -1)
phase_per_K = 2 * pi * dn_dT * arm_length / wavelength
dT_ex = delta_ex / phase_per_K
u_peak = u_rest + v_tone
perm = eps_r * epsilon_0
field_peak = np.sqrt(q_e * doping * u_peak / perm)
half_width = perm * field_peak / (q_e * doping)
x = np.linspace(-half_width, half_width, 2001)
profile = field_peak - q_e * doping * np.abs(x) / perm
potential = np.sum((profile[1:] + profile[:-1]) / 2 * np.diff(x))
assert abs(potential / u_peak - 1) < 1e-6
assert v_reverse - v_tone > 0 and field_peak / 1e8 < field_break

print(f"Vpi = {v_pi:.1f} V, tone peak = {v_tone:.2f} V")
print(f"wavelength = {wavelength*1e9:.0f} nm, arm = {arm_length*1e3:.1f} mm")
print(f"tones = {f1:.2f} and {f2:.2f} GHz")
print(f"IM3 lines = {2*f1-f2:.2f} and {2*f2-f1:.2f} GHz")
print(f"IM2 lines = {f2-f1:.2f} and {f1+f2:.2f} GHz")
print(f"full-transmission photocurrent = {i_full*1e3:.1f} mA")
print(f"phase peak per tone m = {m:.5f} rad")
print(f"J0(m), J1(m), J2(m) = {jv(0,m):.6f}, {jv(1,m):.6f}, {jv(2,m):.6f}")
print(f"fundamental amplitude in T = {fund:.6f}")
print(f"IM3 amplitude in T = {im3:.6e}")
print(f"IM3 small-drive law -m^3/16 = {-m**3/16:.6e}")
print(f"fundamental photocurrent = {fund*i_full*1e6:.1f} uA peak")
print(f"IM3 photocurrent = {abs(im3)*i_full*1e6:.3f} uA peak")
print(f"IM3 / fundamental = {abs(im3/fund):.6f}")
print(f"IM3 level = {dB(im3/fund):.2f} dBc")
print(f"IM3 level from m^2/8 = {dB(m**2/8):.2f} dBc")
for v in (0.25, 1.0):
    mv = pi * v / v_pi
    Tv = ideal_T(drive(mv, mv))
    print(f"IM3 level at {v:.2f} V = {dB(line(Tv,2,-1)/line(Tv,1,0)):.2f} dBc")
print(f"simulated intercept phase = {m_cross:.4f} rad")
print(f"intercept voltage per tone = {v_ip3:.3f} V")
print(f"largest even line at quadrature = "
      f"{max(abs(line(T0,n,k)) for n,k in even):.1e} (rounding)")
print(f"bias error = {np.degrees(delta_ex):.1f} deg")
print(f"  IM2 photocurrent = {abs(im2_err)*i_full*1e6:.3f} uA peak")
print(f"  IM2 level = {im2_dbc:.2f} dBc")
print(f"  HD2 level = {dB(hd2_err/line(T1,1,0)):.2f} dBc")
print(f"bias error making IM2 = IM3: {np.degrees(delta_eq):.2f} deg")
print("Neglected effects")
print(f"reverse bias = {v_reverse:.1f} V, built-in = {v_builtin:.1f} V")
print(f"U = {u_rest:.1f} V, eta = {eta:.4f}")
print(f"rho = {rho_ex:.2f}, drive mismatch eps = {eps_ex:.2f}")
print(f"IM3 change, junction curvature = {im3_change(T_curve):.2f} %")
print(f"IM3 change, curvature + absorption = {im3_change(T_loss):.2f} %")
for name, Tj in (("absorption", T_loss), ("absorption + mismatch", T_mis)):
    print(f"IM2, {name} = {dB(line(Tj,1,1)/line(Tj,1,0)):.2f} dBc")
    print(f"  equivalent bias error = {equivalent_bias(Tj):.3f} deg")
print(f"drive bandwidth = {f_band:.0f} GHz")
print(f"  drive loss at {f1:.2f} GHz = {100*(1-roll):.3f} %")
print(f"  IM3 change = {100*(im3_roll/im3-1):.2f} %")
print(f"thermo-optic coefficient = {dn_dT:.1e} 1/K")
print(f"  bias phase per K between arms = {phase_per_K:.2f} rad/K")
print(f"  arm difference for 1 deg error = {dT_ex*1e3:.1f} mK")
print(f"doping = {doping/1e6:.0e} cm^-3, each side")
print(f"  peak junction field = {field_peak/1e8:.2f} MV/cm")
print(f"  rough breakdown field = {field_break:.1f} MV/cm")
print("verified")
```

Output:

```
Vpi = 5.0 V, tone peak = 0.50 V
wavelength = 1550 nm, arm = 4.0 mm
tones = 1.00 and 1.01 GHz
IM3 lines = 0.99 and 1.02 GHz
IM2 lines = 0.01 and 2.01 GHz
full-transmission photocurrent = 4.0 mA
phase peak per tone m = 0.31416 rad
J0(m), J1(m), J2(m) = 0.975478, 0.155150, 0.012236
fundamental amplitude in T = 0.151345
IM3 amplitude in T = -1.898388e-03
IM3 small-drive law -m^3/16 = -1.937892e-03
fundamental photocurrent = 605.4 uA peak
IM3 photocurrent = 7.594 uA peak
IM3 / fundamental = 0.012543
IM3 level = -38.03 dBc
IM3 level from m^2/8 = -38.18 dBc
IM3 level at 0.25 V = -50.18 dBc
IM3 level at 1.00 V = -25.54 dBc
simulated intercept phase = 2.8284 rad
intercept voltage per tone = 4.502 V
largest even line at quadrature = 2.2e-17 (rounding)
bias error = 1.0 deg
  IM2 photocurrent = 1.680 uA peak
  IM2 level = -51.13 dBc
  HD2 level = -57.22 dBc
bias error making IM2 = IM3: 4.51 deg
Neglected effects
reverse bias = 2.0 V, built-in = 0.9 V
U = 2.9 V, eta = 0.5488
rho = 0.05, drive mismatch eps = 0.05
IM3 change, junction curvature = -4.68 %
IM3 change, curvature + absorption = -2.69 %
IM2, absorption = -62.91 dBc
  equivalent bias error = 0.258 deg
IM2, absorption + mismatch = -54.59 dBc
  equivalent bias error = 0.674 deg
drive bandwidth = 20 GHz
  drive loss at 1.00 GHz = 0.125 %
  IM3 change = -0.37 %
thermo-optic coefficient = 1.8e-04 1/K
  bias phase per K between arms = 2.92 rad/K
  arm difference for 1 deg error = 6.0 mK
doping = 3e+17 cm^-3, each side
  peak junction field = 0.40 MV/cm
  rough breakdown field = 0.6 MV/cm
verified
```
